# Mott Critical Density from Thomas-Fermi Screening of Donors: test program

```python
"""
Result under test: a donor screened by a degenerate electron gas (linear
Thomas-Fermi, T = 0) stops binding an electron at the density
    n_c = pi * kappa_c**6 / (192 * g**2) / a**3
a: effective Bohr radius, g: number of equivalent valleys (spin factor 2 apart),
q: inverse screening length, kappa = q*a, kappa_c: its value at threshold,
kF: Fermi wave number, s = q*r. Scaled units: length a, energy hbar^2/(m a^2).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

hbar, m_e, e, eps0, kB = (const.hbar, const.m_e, const.e,
                          const.epsilon_0, const.k)


def bohr_radius(mass, eps_r):
    return 4 * np.pi * eps_r * eps0 * hbar**2 / (mass * m_e * e**2)


# ---- Screening constant from Fermi integrals at low temperature ----
def gas_density(mu, temperature, valleys):
    k = np.linspace(0.0, 3.0, 30001)
    occupation = expit((mu - k**2 / 2) / temperature)
    return valleys / np.pi**2 * trapezoid(k**2 * occupation, k)


for valleys in (1, 6):
    kF_test = 1.1
    mu = kF_test**2 / 2
    temp, step = 0.01 * mu, 1e-4 * mu
    slope_n = (gas_density(mu + step, temp, valleys)
               - gas_density(mu - step, temp, valleys)) / (2 * step)
    # finite temperature leaves relative errors of order (kT/E_F)^2 = 1e-4
    assert abs(4 * np.pi * slope_n / (4 * valleys * kF_test / np.pi) - 1) < 3e-4
    assert abs(gas_density(mu, temp, valleys)
               / (valleys * kF_test**3 / (3 * np.pi**2)) - 1) < 1e-3

# Screened potential solves the linearized Poisson equation; charge is cancelled
r_s, q_s = sp.symbols("r q", positive=True)
phi = sp.exp(-q_s * r_s) / r_s
laplacian = sp.diff(r_s**2 * sp.diff(phi, r_s), r_s) / r_s**2
assert sp.simplify(laplacian - q_s**2 * phi) == 0
induced = sp.integrate(sp.expand(q_s**2 * phi * r_s**2), (r_s, 0, sp.oo))
assert sp.simplify(induced - 1) == 0


# ---- Threshold from the zero-energy radial equation ----
def final_slope(q, coupling):
    """u'(infinity) for u'' = -(coupling/r) exp(-q r) u, u(0)=0, u'(0)=1."""
    # integrate in s = q r, where the coupling becomes coupling/q
    c = coupling / q
    s0 = 1e-6
    sol = solve_ivp(lambda s, y: [y[1], -c * np.exp(-s) / s * y[0]],
                    (s0, 40.0), [s0 - c * s0**2 / 2, 1 - c * s0],
                    method="DOP853", rtol=1e-10, atol=1e-13)
    return sol.y[1, -1]


kappa_c = brentq(lambda kap: final_slope(kap, 2.0), 0.8, 2.0, xtol=1e-11)


# ---- Threshold from the variational quotient ----
def overlap_log(b, c):
    return np.log((1 + b) * (1 + c) / (1 + b + c))


direct = quad(lambda s: np.exp(-s) / s * (1 - np.exp(-1.3 * s))
              * (1 - np.exp(-2.1 * s)), 0, np.inf)[0]
assert abs(direct - overlap_log(1.3, 2.1)) < 1e-8

exponents = 1.6 ** np.arange(8)
B, C = np.meshgrid(exponents, exponents)
kappa_ritz = eigh(2 * overlap_log(B, C), B * C / (B + C), eigvals_only=True)[-1]
assert abs(kappa_ritz - kappa_c) < 1e-5
assert kappa_ritz < kappa_c + 1e-7


def quotient(u, du):
    top = quad(lambda s: 2 * np.exp(-s) / s * u(s)**2, 0, np.inf)[0]
    return top / quad(lambda s: du(s)**2, 0, np.inf)[0]


def quotient_1s(b):
    return quotient(lambda s: s * np.exp(-b * s),
                    lambda s: (1 - b * s) * np.exp(-b * s))


def quotient_saturating(b):
    return quotient(lambda s: 1 - np.exp(-b * s),
                    lambda s: b * np.exp(-b * s))


assert abs(quotient_1s(0.8) - 8 * 0.8 / (1 + 1.6)**2) < 1e-8
assert abs(quotient_saturating(0.8)
           - 4 / 0.8 * np.log(1.8**2 / 2.6)) < 1e-8
best_1s = minimize_scalar(lambda b: -quotient_1s(b), bounds=(0.1, 3),
                          method="bounded")
best_sat = minimize_scalar(lambda b: -quotient_saturating(b), bounds=(0.1, 5),
                           method="bounded")
kappa_1s, kappa_sat = -best_1s.fun, -best_sat.fun
assert abs(kappa_1s - 1) < 1e-7 and abs(best_1s.x - 0.5) < 1e-3
assert kappa_1s < kappa_sat < kappa_c < 2


# ---- Critical density: formula, and direct search in SI units ----
def formula_density(kappa, valleys, a):
    return np.pi * kappa**6 / (192 * valleys**2) / a**3


def searched_density(mass, eps_r, valleys):
    m, eps = mass * m_e, eps_r * eps0

    def fermi_energy(n):
        return hbar**2 / (2 * m) * (3 * np.pi**2 * n / valleys)**(2 / 3)

    def threshold(log_n):
        n = np.exp(log_n)
        dn = 1e-4 * n
        dmu_dn = (fermi_energy(n + dn) - fermi_energy(n - dn)) / (2 * dn)
        q = np.sqrt(e**2 / eps / dmu_dn)
        return final_slope(q, 2 * m / hbar**2 * e**2 / (4 * np.pi * eps))

    return np.exp(brentq(threshold, np.log(1e23), np.log(1e26), xtol=1e-10))


cases = [(0.3, 12.0, 1), (0.15, 12.0, 1), (0.3, 18.0, 1), (0.3, 12.0, 2)]
found = [searched_density(*case) for case in cases]
for case, n_found in zip(cases, found):
    expected = formula_density(kappa_c, case[2], bohr_radius(*case[:2]))
    assert abs(n_found / expected - 1) < 1e-6
radii = [bohr_radius(*case[:2]) for case in cases]
power_a = np.polyfit(np.log(radii[:3]), np.log(found[:3]), 1)[0]
power_g = np.log(found[3] / found[0]) / np.log(2)
assert abs(power_a + 3) < 1e-5 and abs(power_g + 2) < 1e-5


# ---- Donor ground-state energy, basis r*exp(-b r), scaled units ----
def ground_energy(kappa):
    b = 0.005 * 1.6 ** np.arange(16)
    bi, bj = np.meshgrid(b, b)
    total = bi + bj
    norm = np.sqrt(4 * bi**3 * bj**3 * 4)
    S = norm * 2 / total**3
    T = norm * bi * bj / total**3
    V = -norm / (total + kappa)**2
    return eigh(T + V, S, eigvals_only=True)[0]


assert abs(ground_energy(0.0) + 0.5) < 1e-5
assert ground_energy(kappa_c * 0.8**(1 / 6)) < -1e-4
assert ground_energy(kappa_c * 1.2**(1 / 6)) > 0


# ---- Static Lindhard screening with the same 1s trial function ----
def lindhard(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


for x in (0.5, 1.7):
    shells = quad(lambda t: t * np.log(abs((x + t) / (x - t))), 0, 1,
                  points=[x] if x < 1 else None)[0] / (2 * x)
    assert abs(shells - lindhard(x)) < 1e-7

nodes, weights = np.polynomial.legendre.leggauss(600)
theta, weights = (nodes + 1) * np.pi / 4, weights * np.pi / 4


def trial_density(valleys, response):
    """Density n*a^3 at which the best 1s trial energy reaches zero."""
    def lowest(log_n):
        kF = (3 * np.pi**2 * np.exp(log_n) / valleys)**(1 / 3)

        def scaled_energy(log_alpha):
            alpha = np.exp(log_alpha)
            k = 2 * alpha * np.tan(theta)
            eps_k = 1 + 4 * valleys * kF / (np.pi * k**2) * response(k / (2 * kF))
            attraction = 4 * alpha / np.pi * np.sum(
                weights * np.cos(theta)**2 / eps_k)
            return 0.5 - attraction / alpha**2

        return minimize_scalar(scaled_energy, bounds=(-4, 2),
                               method="bounded").fun

    return np.exp(brentq(lowest, np.log(1e-6), np.log(10.0), xtol=1e-8))


trial_TF = {g: trial_density(g, np.ones_like) for g in (1, 6)}
trial_L = {g: trial_density(g, lindhard) for g in (1, 6)}
for g in (1, 6):
    assert abs(trial_TF[g] / formula_density(1.0, g, 1.0) - 1) < 1e-5
    assert trial_L[g] > trial_TF[g]
assert trial_L[6] / trial_TF[6] > trial_L[1] / trial_TF[1]

# ---- Worked example ----
mass, eps_r, valleys = cases[0]
a = bohr_radius(mass, eps_r)
n_c = formula_density(kappa_c, valleys, a)
n_1s = formula_density(1.0, valleys, a)
kF = (3 * np.pi**2 * n_c / valleys)**(1 / 3)
q_c = kappa_c / a
assert abs(kF * a - np.pi * kappa_c**2 / (4 * valleys)) < 1e-9
E_F = hbar**2 * kF**2 / (2 * mass * m_e)
energy_unit = hbar**2 / (mass * m_e * a**2)

dose, straggle, fraction = 2e14 * 1e4, 50e-9, 0.5
peak = dose / (np.sqrt(2 * np.pi) * straggle)
min_fraction = n_c / peak
thickness = 2 * straggle * np.sqrt(2 * np.log(fraction * peak / n_c))
z = np.linspace(-6 * straggle, 6 * straggle, 600001)
profile = peak * np.exp(-z**2 / (2 * straggle**2))
assert abs(trapezoid(profile, z) / dose - 1) < 1e-6
counted = np.count_nonzero(fraction * profile > n_c) * (z[1] - z[0])
assert abs(counted - thickness) < 3 * (z[1] - z[0])
spacing = n_c**(-1 / 3)
assert spacing < 0.2 * straggle

print("THRESHOLD OF BINDING (dimensionless)")
print(f"kappa_c, radial equation            = {kappa_c:.6f}")
print(f"kappa_c, eight exponentials         = {kappa_ritz:.6f}")
print(f"kappa, 1s trial                     = {kappa_1s:.6f}")
print(f"  at exponent b                     = {best_1s.x:.3f}")
print(f"kappa, trial 1-exp(-b s)            = {kappa_sat:.6f}")
print(f"  at exponent b                     = {best_sat.x:.3f}")
print(f"n_c a^3, g=1                        = {formula_density(kappa_c,1,1):.5f}")
print(f"n_c^(1/3) a, g=1                    = {formula_density(kappa_c,1,1)**(1/3):.4f}")
print(f"n^(1/3) a, 1s trial, g=1            = {formula_density(1,1,1)**(1/3):.4f}")
print(f"density ratio kappa_c^6             = {kappa_c**6:.3f}")
print(f"fitted power of a                   = {power_a:.6f}")
print(f"fitted power of g                   = {power_g:.6f}")
print("LIMITS OF THOMAS-FERMI SCREENING (dimensionless)")
for g in (1, 6):
    print(f"g={g}: q/(2 kF) at threshold          = {2*g/(np.pi*kappa_c):.3f}")
    print(f"g={g}: 1s n a^3, Thomas-Fermi         = {trial_TF[g]:.3e}")
    print(f"g={g}: 1s n a^3, Lindhard             = {trial_L[g]:.3e}")
    print(f"g={g}: Lindhard/Thomas-Fermi density  = {trial_L[g]/trial_TF[g]:.2f}")
print("WORKED EXAMPLE")
print(f"mass = {mass} m_e, eps_r = {eps_r}, g = {valleys}")
print(f"effective Bohr radius               = {a*1e9:.4f} nm")
print(f"critical density n_c                = {n_c*1e-6:.3e} cm^-3")
print(f"critical density n_c                = {n_c:.3e} m^-3")
print(f"1s trial density                    = {n_1s*1e-6:.3e} cm^-3")
print(f"n_c from direct SI search           = {found[0]*1e-6:.3e} cm^-3")
print(f"n_c with mass halved                = {found[1]*1e-6:.3e} cm^-3")
print(f"kF a at n_c                         = {kF*a:.4f}")
print(f"screening length at n_c             = {1e9/q_c:.3f} nm")
print(f"donor spacing n_c^(-1/3)            = {spacing*1e9:.2f} nm")
print(f"Fermi energy at n_c                 = {E_F/e*1e3:.2f} meV")
print(f"Fermi temperature at n_c            = {E_F/kB:.0f} K")
print(f"unscreened donor binding energy     = {energy_unit/2/e*1e3:.2f} meV")
for ratio in (0.01, 0.1, 0.5):
    binding = -ground_energy(kappa_c * ratio**(1 / 6)) * energy_unit / e * 1e3
    print(f"binding energy at n/n_c = {ratio:<4}        = {binding:.3f} meV")
print("IMPLANTED LAYER")
print(f"dose                                = {dose*1e-4:.1e} cm^-2")
print(f"straggle                            = {straggle*1e9:.0f} nm")
print(f"peak donor concentration            = {peak*1e-6:.3e} cm^-3")
print(f"smallest active fraction at peak    = {min_fraction:.3f}")
print(f"chosen active fraction              = {fraction:.2f}")
print(f"active peak concentration           = {fraction*peak*1e-6:.3e} cm^-3")
print(f"thickness of layer above n_c        = {thickness*1e9:.1f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
THRESHOLD OF BINDING (dimensionless)
kappa_c, radial equation            = 1.190612
kappa_c, eight exponentials         = 1.190612
kappa, 1s trial                     = 1.000000
  at exponent b                     = 0.500
kappa, trial 1-exp(-b s)            = 1.190213
  at exponent b                     = 1.535
n_c a^3, g=1                        = 0.04661
n_c^(1/3) a, g=1                    = 0.3599
n^(1/3) a, 1s trial, g=1            = 0.2539
density ratio kappa_c^6             = 2.849
fitted power of a                   = -3.000000
fitted power of g                   = -2.000000
LIMITS OF THOMAS-FERMI SCREENING (dimensionless)
g=1: q/(2 kF) at threshold          = 0.535
g=1: 1s n a^3, Thomas-Fermi         = 1.636e-02
g=1: 1s n a^3, Lindhard             = 2.508e-02
g=1: Lindhard/Thomas-Fermi density  = 1.53
g=6: q/(2 kF) at threshold          = 3.208
g=6: 1s n a^3, Thomas-Fermi         = 4.545e-04
g=6: 1s n a^3, Lindhard             = 1.164e-02
g=6: Lindhard/Thomas-Fermi density  = 25.61
WORKED EXAMPLE
mass = 0.3 m_e, eps_r = 12.0, g = 1
effective Bohr radius               = 2.1167 nm
critical density n_c                = 4.915e+18 cm^-3
critical density n_c                = 4.915e+24 m^-3
1s trial density                    = 1.725e+18 cm^-3
n_c from direct SI search           = 4.915e+18 cm^-3
n_c with mass halved                = 6.143e+17 cm^-3
kF a at n_c                         = 1.1133
screening length at n_c             = 1.778 nm
donor spacing n_c^(-1/3)            = 5.88 nm
Fermi energy at n_c                 = 35.14 meV
Fermi temperature at n_c            = 408 K
unscreened donor binding energy     = 28.35 meV
binding energy at n/n_c = 0.01        = 7.088 meV
binding energy at n/n_c = 0.1         = 2.387 meV
binding energy at n/n_c = 0.5         = 0.268 meV
IMPLANTED LAYER
dose                                = 2.0e+14 cm^-2
straggle                            = 50 nm
peak donor concentration            = 1.596e+19 cm^-3
smallest active fraction at peak    = 0.308
chosen active fraction              = 0.50
active peak concentration           = 7.979e+18 cm^-3
thickness of layer above n_c        = 98.4 nm
ALL CHECKS PASSED
```
